# The central spin-resonance line of exchange-coupled phosphorus donor pairs in silicon

An isolated phosphorus donor in silicon gives two spin-resonance lines, separated by the hyperfine constant $A$, because its electron sees one nucleus pointing up or down. When two donors are coupled by an exchange energy much larger than $A$, their electrons resonate together as a triplet, and each nucleus acts with half its isolated strength. If the two nuclei are parallel, the halves add and the pair absorbs on one of the old lines. If they are antiparallel, the halves cancel and the pair absorbs midway. Half of all pairs have antiparallel nuclei, so half of the pair absorption is in the central line.

In a dilute sample, once a defect or conduction-electron line at the same position is excluded, the central line shows that close pairs exist. It doesn't by itself show that the donors are clustered, since random placement also produces pairs. Clustering is an excess over the random expectation.

## Origin of the three lines

Write all energies as frequencies (energy divided by $h$). Let $\nu_0$ be the electron Zeeman frequency, equal for both donors, and $m_1,m_2=\pm\tfrac12$ the nuclear projections. For $A\ll\nu_0$ the hyperfine terms that flip an electron against a nucleus can be dropped at leading order, leaving

$$H=\nu_0(S_{1z}+S_{2z})+J\,\mathbf S_1\cdot\mathbf S_2+A(m_1S_{1z}+m_2S_{2z}).$$

Positive $J$ puts the singlet lowest. The nuclear Zeeman energy is omitted because the allowed transitions leave the nuclei unchanged. An isolated donor has $J=0$ and absorbs at $\nu_0+Am$, that is, at $\nu_0\pm A/2$.

**Parallel nuclei.** With $m_1=m_2=m$ the hyperfine term is $Am(S_{1z}+S_{2z})$, a uniform addition to the field. The microwave field drives the total spin $S_{1x}+S_{2x}$, which commutes with $\mathbf S_1\cdot\mathbf S_2$. A transition therefore leaves the exchange energy unchanged, and its frequency is $\nu_0+Am$ for every $J$. These pairs are hidden under the isolated-donor lines.

**Antiparallel nuclei.** Take $m_1=\tfrac12$, $m_2=-\tfrac12$. The hyperfine term is $\tfrac A2(S_{1z}-S_{2z})$, equal to $+A/2$ in $|\uparrow\downarrow\rangle$, $-A/2$ in $|\downarrow\uparrow\rangle$, and zero when the electrons are parallel. Since

$$\mathbf S_1\cdot\mathbf S_2=S_{1z}S_{2z}+\tfrac12(S_1^+S_2^-+S_1^-S_2^+),$$

exchange contributes $-J/4$ to both diagonal elements and $J/2$ off the diagonal:

$$H_{\uparrow\downarrow}=-\frac J4+\frac12\begin{pmatrix}A&J\\J&-A\end{pmatrix},\qquad E_\pm=-\frac J4\pm\frac R2,\qquad R=\sqrt{J^2+A^2}.$$

The parallel-electron states have energies $E_{\uparrow\uparrow}=\nu_0+J/4$ and $E_{\downarrow\downarrow}=-\nu_0+J/4$. Subtraction gives four transitions:

$$E_{\uparrow\uparrow}-E_+=\nu_0-\frac{R-J}2,\qquad E_+-E_{\downarrow\downarrow}=\nu_0+\frac{R-J}2,$$

$$E_{\uparrow\uparrow}-E_-=\nu_0+\frac{R+J}2,\qquad E_--E_{\downarrow\downarrow}=\nu_0-\frac{R+J}2.$$

For the strengths, set $\cos2\theta=A/R$ and $\sin2\theta=J/R$. The upper eigenstate is $\cos\theta|\uparrow\downarrow\rangle+\sin\theta|\downarrow\uparrow\rangle$, and its squared matrix element with $|\uparrow\uparrow\rangle$ is

$$\left[\tfrac12(\cos\theta+\sin\theta)\right]^2=\tfrac14(1+\sin2\theta)=\tfrac14\left(1+\frac JR\right).$$

The lower eigenstate, $-\sin\theta|\uparrow\downarrow\rangle+\cos\theta|\downarrow\uparrow\rangle$, gives $\tfrac14(1-J/R)$. The same values hold for transitions to $|\downarrow\downarrow\rangle$. When all splittings are small compared with $k_BT/h$, the inner doublet thus carries a share $(1+J/R)/2$ of the antiparallel absorption and the outer doublet $(1-J/R)/2$.

The two limits explain the spectrum. For $J\to0$, $R\to A$, and both doublets fall on the isolated lines. For $J\gg A$ the outer doublet fades, while the inner splitting becomes

$$R-J=\frac{A^2}{R+J}\simeq\frac{A^2}{2J},$$

so the inner lines merge at $\nu_0$. The physical reason is symmetry: $S_{1z}-S_{2z}$ changes sign when the electrons are interchanged, whereas the triplet states do not. The difference between the nuclei therefore has no matrix elements within the triplet and acts only by mixing in the singlet, at a cost $J$.

The four nuclear configurations are equally likely, because nuclear energies are tiny compared with $k_BT$. The strong-exchange pair spectrum is therefore

$$\nu=\nu_0+\frac A2(m_1+m_2),\qquad\text{weights }\ \tfrac14:\tfrac12:\tfrac14.$$

## How strong the exchange must be

Use rough typical values for natural silicon: $A=117.5$ MHz (4.20 mT) and a full linewidth $\Gamma=7$ MHz (0.25 mT). At $J=A$ the inner lines are still 24 MHz from the centre; at $J=10A$ they are 2.9 MHz away. Requiring the splitting to equal the linewidth, $R=J+\Gamma$, and squaring gives $A^2=2J\Gamma+\Gamma^2$, so

$$J_{\min}=\frac{A^2-\Gamma^2}{2\Gamma}=\frac{117.5^2-7^2}{14}\ \text{MHz}\approx0.98\ \text{GHz}.$$

This criterion is generous. If the width comes from independent static $^{29}$Si fields $\delta_1,\delta_2$ on the two donors, a strongly coupled pair is shifted by $(\delta_1+\delta_2)/2$, so its lines are narrower by $\sqrt2$, about 5 MHz. At $J_{\min}$ the inner doublet then still dips to about half its height at the centre; for Gaussian lines it merges only near 1.6 GHz. Using that value instead lowers the random-layer centre share found below by about 12%.

There is also an upper limit, set by temperature. In a strongly coupled pair the triplet lies $J$ above the singlet, which doesn't absorb at $\nu_0$. Let $x=h\nu_0/k_BT$. Each of the two triplet transitions has squared matrix element $\tfrac12$, so the pair signal is

$$\tfrac12(p_--p_0)+\tfrac12(p_0-p_+)=\frac{\sinh x}{1+2\cosh x+e^{hJ/k_BT}}\simeq\frac{x}{3+e^{hJ/k_BT}},$$

where $p_-,p_0,p_+$ are the triplet populations in order of rising energy and the last form needs $x\ll1$. An isolated donor has squared matrix element $\tfrac14$ and population difference $\tanh(x/2)\simeq x/2$, so two of them give $x/4$. The thermal weight of a pair relative to two isolated donors is

$$w=\frac4{3+e^{hJ/k_BT}}.$$

It tends to 1 for $hJ\ll k_BT$ and to $4e^{-hJ/k_BT}$ in the opposite limit. At 10 K, $k_BT/h=208$ GHz. A pair with $J=50$ GHz has $w=0.94$; one with $hJ=k_BT$ has $w=0.70$. The centre line therefore samples a window from about 1 GHz to a few times $k_BT/h$. Closer pairs are present but silent.

These formulas were tested by diagonalizing the 16-state Hamiltonian of two electrons and two nuclei, including the flip terms and nuclear Zeeman energy. For $J=50$ GHz at 9.7 GHz and 10 K, the lines lie at $-58.5$, $0.2$ and $58.9$ MHz from $\nu_0$, with shares 0.248, 0.500 and 0.252. The centre is 0.18 MHz from the midpoint of the isolated lines, far less than the linewidth. An exception is a pair with $J$ near $\nu_0$, where the singlet and the lowest triplet level cross. The neglected flip terms mix them strongly within about $A$ of the crossing. Farther out they still displace one of the four centre transitions by about $A^2/(4|J-\nu_0|)$, more than half the linewidth when $J$ is within roughly 1 GHz of $\nu_0$.

## From line intensity to pair fraction

Consider donors that are either isolated or in pairs, with a fraction $f$ in pairs and mean thermal weight $\bar w$. Per donor, isolated donors contribute $1-f$ to the absorption and pairs contribute $f\bar w$, half of it at the centre. The centre share of the integrated absorption is

$$c=\frac{f\bar w}{2(1-f+f\bar w)},\qquad f=\frac{2c}{\bar w+2c(1-\bar w)}.$$

The second form follows by multiplying out the first and collecting $f$. If $\bar w$ is unknown, a bound remains:

$$f-2c=\frac{f(1-f)(1-\bar w)}{1-f+f\bar w}\ge0,$$

because $\bar w\le1$ for $J\ge0$. Within this two-population model, twice the centre share is a lower bound on the pair fraction.

The random baseline requires a coupling radius $r_c$, at which $J=J_{\min}$. A donor belongs to an exclusive pair if it has one partner at distance $r<r_c$ and no third donor lies within $r_c$ of either. For uniform density $N$, Poisson statistics give

$$f_{\rm pair}=\int_0^{r_c}4\pi r^2N\,e^{-NV(r)}\,dr.$$

Here $V(r)$ is the union of two spheres of volume $V_0=4\pi r_c^3/3$. Their overlap consists of two caps of height $r_c-r/2$, with total volume

$$\frac{2\pi}3\left(r_c-\frac r2\right)^2\left(2r_c+\frac r2\right)=V_0\left(1-\frac{3r}{4r_c}+\frac{r^3}{16r_c^3}\right).$$

Subtracting this from $2V_0$ gives

$$V(r)=V_0\left(1+\frac{3r}{4r_c}-\frac{r^3}{16r_c^3}\right).$$

For an implant, the result is averaged over the depth profile, weighted by the donor density.

## Example: a low-dose phosphorus implant

Take a dose of $10^{11}$ cm$^{-2}$ with a Gaussian straggle of 25 nm. The peak density is

$$N_{\rm peak}=\frac{10^{11}\ \text{cm}^{-2}}{\sqrt{2\pi}\times2.5\times10^{-6}\ \text{cm}}=1.6\times10^{16}\ \text{cm}^{-3}.$$

Distance is converted to exchange with a hydrogen-like model,

$$hJ(r)=1.641\,\frac{e^2}{4\pi\varepsilon_0\varepsilon_r a}\left(\frac ra\right)^{5/2}e^{-2r/a},$$

with rough values $a=1.8$ nm and $\varepsilon_r=11.7$, which make the energy prefactor 68.4 meV before the factor 1.641. This is the leading long-distance law for two hydrogen atoms, adopted here as a model input rather than derived. For H$_2$ at 7 bohr it gives a singlet–triplet splitting of $1.77\times10^{-4}$ hartree, against $1.90\times10^{-4}$ from full two-electron diagonalization in the finite aug-cc-pVTZ basis; the value rises by about 1% (0.02$\times10^{-4}$) in aug-cc-pVQZ. That comparison supports the law for hydrogen near 7 bohr. At 4.2 bohr, which corresponds to 7.6 nm below, the same calculation gives a splitting about 28% above the law; correcting for this moves $hJ=k_BT$ to about 7.9 nm, lowers $\bar w$ by about 0.03 and changes $c$ by 1–3%. None of this tests the hydrogen-like picture of a donor.

The law puts $J_{\min}$ at $r_c=13.8$ nm and $hJ=k_BT$ at 7.6 nm. The Poisson formula then predicts that 0.100 of randomly placed donors are in exclusive pairs; a simulated layer of 64,000 donors gives 0.097, with a counting noise of about 0.002 that carries over to the table below. A second simulated layer has the same dose, but one fifth of its donors were placed as pairs with a Gaussian offset of 6 nm per axis. Temperature and linewidth are the same for both.

| Layer | $f$ | $\bar w$ | $c$ | $2c$ |
|---|---:|---:|---:|---:|
| Random | 0.099 | 0.84 | 0.042 | 0.084 |
| With placed pairs | 0.221 | 0.70 | 0.082 | 0.165 |

Here $f$ excludes donors in larger clusters, which make up 0.014 and 0.048 of the two layers. For the random layer the arithmetic is

$$c=\frac{0.099\times0.836}{2(0.901+0.099\times0.836)}\approx0.042.$$

If all three lines had equal width, the centre line would have $2c/(1-c)$ of the height of either outer line: about 9% in the random layer and 18% in the paired one. With the $\sqrt2$ narrowing of the pair lines these absorption heights become roughly 11% and 22%. The pair fraction rises by a factor of 2.2, but the centre share by only 2.0, because the placed pairs are closer and more of them are frozen into the singlet.

## What limits the reading in real samples

**Exchange strength.** A real donor has an anisotropic envelope, and interference between the conduction-band valleys makes $J$ vary strongly with the exact lattice positions. As a measure of this sensitivity, reducing every $J$ tenfold in the same random layer lowers $c$ from 0.042 to 0.027. The sensitivity in the other direction is as large: in the Poisson baseline a tenfold larger $J$ raises $c$ to about 0.057, and a radius of 2.5 nm, close to the transverse effective-mass radius in silicon, raises it to about 0.085, as high as the paired layer evaluated with the original law. Scaling that radius to the deeper binding of phosphorus gives about 2.0 nm and $c\approx0.055$. Even the twofold excess of the example therefore could not be interpreted without a better exchange model or a reference sample.

**Intermediate coupling.** In the random layer, 15% of the donors have a nearest-neighbour exchange between the linewidth and $J_{\min}$. They are counted as isolated above, yet their antiparallel configurations put absorption mostly between the outer lines and the centre and, through the outer doublet, partly outside the outer lines. Roughly half of their signal, some 8% of the total, is affected, which exceeds the centre share itself. It is spread over a wide range rather than gathered in one line, but the fitted $c$ will depend on how this background is treated. The pairs are affected too: about a quarter of the exclusive pairs are linked to a further donor by an exchange in this range, which spreads their centre line. With all couplings kept, the random-layer absorption within $\Gamma/2$ of the centre is about a fifth below the two-population value of $c$, while that within $\Gamma$ is close to it.

**Activation and compensation.** Every donor is assumed to be active and neutral. Suppose instead that each is neutral independently with probability $q$. Neutral pairs then contain a fraction $fq^2$ of all donors, while a fraction $q$ is neutral, so the apparent pair fraction is $fq$. With $q=0.5$, it is halved, provided the remaining electron of a half-ionized pair stays on one donor. That needn't hold: in the hydrogen-like model the bonding–antibonding gap of such a pair is about 0.4 meV at 13.8 nm and 6 meV at 7.6 nm, far above $hA$, so an electron shared equally by the two nuclei also gives a centre line. Stray fields of nearby charges, of order 1 meV across a pair, make the sharing unequal and move this absorption away from the centre, so $fq$ is only the localized limit. It also ignores larger clusters that become pairs on losing an electron; in the random layer $q=0.5$ leaves about 0.57 of the pair fraction. An anneal that removes compensating defects can therefore strengthen the centre line without moving any donor. At this low dose depletion matters as well: a p-type substrate with $10^{15}$ cm$^{-3}$ acceptors can take up about $10^{11}$ electrons per cm$^2$, as many as the whole implant, and it ionizes donors by depth rather than independently, so a single $q$ does not describe it.

**Dipolar coupling.** With the field along the pair axis, the secular dipolar term is $d(\mathbf S_1\cdot\mathbf S_2-3S_{1z}S_{2z})$, where $d=\mu_0g^2\mu_B^2/(4\pi hr^3)$. It shifts the outer triplet levels by $-d/2$ and the middle one by $+d$, splitting the line by $3d$. At 7.6 nm this is 0.35 MHz, well below the linewidth.

**Density and sensitivity.** The example is dilute compared with many device implants. At higher density, larger clusters become common. If an electron spin is shared equally among many nuclei, their hyperfine shifts average towards zero and also produce a central line, so its intensity can no longer be read as a pair count. At the example's dose, on the other hand, one square centimetre holds $10^{11}$ donors, and the random-layer centre line corresponds to only about $4\times10^9$ isolated spins. That is a demanding measurement for a conventional spectrometer.

## Measuring clustering

1. Record the spectrum at microwave powers low enough that the relative line intensities don't change with power. If isolated donors saturate before pairs do, $c$ is overestimated and the bound $f\ge2c$ can fail.
2. Check the position. The pair line has the donor $g$ factor, about 1.9985, and lies at 346.8 mT for 9.7 GHz. A defect with $g$ near 2.005 would appear about 1.1 mT lower in field: between the donor lines, but resolved from their midpoint. Conduction electrons, with $g\approx1.9987$, lie only about 0.04 mT from the midpoint, so this check cannot exclude them, for instance those of a heavily doped region.
3. Compare integrated absorption, not derivative peak heights, unless the linewidths are equal. Include a broad component for intermediate couplings and report how $c$ changes with that choice.
4. Vary the temperature. For $J>0$, and as long as $k_BT\gg h\nu_0$, $\bar w$ falls on cooling and $c$ falls with it. The change is weak if most pairs have $hJ\ll k_BT$, so its absence doesn't exclude pairs. Stay below about 30 K: at the example's density thermal ionization reaches about 1% near 40 K, and the freed electrons give a central signal that also fades on cooling.
5. Calculate the random baseline from the measured depth profile, or use a reference implant with the same profile, activation and measurement temperature. Claim clustering only when the excess is larger than the uncertainty from exchange, activation and fitting.

The numerical output lists the values behind this example.

## Numbers as computed

```
hyperfine constant A: 117.5 MHz = 4.20 mT
linewidth: 7.0 MHz = 0.25 mT
g factor: 1.9985; relative permittivity: 11.7
donor radius: 1.8 nm; effective hartree: 68.4 meV
microwave frequency: 9.7 GHz
centre field: 346.8 mT
temperature: 10 K; kT/h: 208 GHz
J/A=1: inner lines +-24.34 MHz, share of all 0.427
J/A=3: inner lines +-9.53 MHz, share of all 0.487
J/A=10: inner lines +-2.93 MHz, share of all 0.499
isolated lines: -58.39 and 59.11 MHz from nu0
pair exchange in test: 50 GHz = 0.207 meV
pair lines: -58.54, 0.17, 58.88 MHz from nu0
pair line shares: 0.248, 0.500, 0.252
centre share at J=0: 6.3e-29
thermal weight: diagonalized 0.9365, law 0.9365
centre line minus isolated midpoint: -0.18 MHz
H2 at 7 bohr, splitting: computed 1.90e-04 hartree
H2 at 7 bohr, splitting: law 1.77e-04 hartree
smallest J for one centre line: 0.98 GHz
distance at smallest J: 13.8 nm; at J=kT: 7.6 nm
distance at J=linewidth: 18.9 nm
dose: 1e+11 cm^-2; straggle: 25 nm
peak density: 1.60e+16 cm^-3; simulated donors: 64000
random pair fraction from Poisson formula: 0.0996
placed pairs: 0.20 of donors, 6 nm per axis
random: singles 0.888, pairs 0.097, larger 0.014
random: mean thermal weight 0.836, centre share 0.0419
random: 2c = 0.084, true f = 0.099
paired: singles 0.742, pairs 0.210, larger 0.048
paired: mean thermal weight 0.696, centre share 0.0823
paired: 2c = 0.165, true f = 0.221
random, J/10: singles 0.937, pairs 0.057, larger 0.005
random, J/10: mean thermal weight 0.945, centre share 0.0274
random, J/10: 2c = 0.055, true f = 0.058
mean centre strength, 300 pairs: diagonalized 0.3493
mean centre strength, 300 pairs: law 0.3494
random layer, nearest J between linewidth and smallest J: 0.150
largest dipolar splitting at J=kT distance: 0.35 MHz
```
